# Löwdin Orthogonalisation of a One-Orbital Chain: The Exponential Hopping Tail

## Problem

An infinite straight chain of atoms with spacing $a$ carries one real orbital $\phi_n$ per site. The one-electron Hamiltonian and overlap matrices are

$$H_{nn}=\varepsilon,\quad H_{n,n\pm1}=h,\qquad S_{nn}=1,\quad S_{n,n\pm1}=s,$$

and all other elements vanish. Take $s\neq0$ real.

(a) For which $s$ does the Löwdin Hamiltonian $H'=S^{-1/2}HS^{-1/2}$ exist, and why does it have the same energies as the original problem?

(b) Find all its matrix elements. Show that they contain a hopping tail that decays exponentially with distance, and state when the tail is absent.

(c) Examine weak overlap, strong overlap and a chain with ends.

(d) Evaluate the tail for $a=0.235$ nm, $\varepsilon=-9$ eV, $s=0.2$ and $h=K\varepsilon s$ with $K=1.75$ (the Wolfsberg–Helmholz rule). Estimate what the nearest-neighbour model leaves out.

## Hints

1. Both matrices are diagonal in Bloch waves. What does that imply for $S^{-1/2}HS^{-1/2}$?
2. The Bloch energy is a ratio of two linear functions of $\cos ka$. Divide before taking Fourier coefficients.
3. Try to write $1+2s\cos\theta$ as a constant times $|1+re^{i\theta}|^2$ with $|r|<1$.
4. Test any result by shifting the zero of energy. In a non-orthogonal basis such a shift changes $h$ as well as $\varepsilon$.

## Solution

### (a) Existence and energies

Let $\theta=ka$. Acting on the Bloch wave $e^{in\theta}$, $S$ gives the factor

$$D(\theta)=1+s(e^{i\theta}+e^{-i\theta})=1+2s\cos\theta .$$

Its minimum is $1-2|s|$. For $|s|<1/2$ all eigenvalues of $S$ are bounded below by a positive number, so the positive root $S^{1/2}$ and its inverse exist. At $|s|=1/2$ the minimum reaches zero, and beyond it $S$ cannot be the overlap matrix of real orbitals. We therefore assume $0<|s|<1/2$.

The stationary states obey $Hc=ESc$. Put $c=S^{-1/2}c'$ and multiply from the left by $S^{-1/2}$:

$$S^{-1/2}HS^{-1/2}c'=E\,S^{-1/2}SS^{-1/2}c'=Ec'.$$

The energies are unchanged; only the basis differs.

### (b) The matrix elements

Acting on the same Bloch wave, $H$ gives $\varepsilon+2h\cos\theta$, and each factor $S^{-1/2}$ gives $D^{-1/2}$. Hence $H'$ gives

$$E(\theta)=\frac{\varepsilon+2h\cos\theta}{1+2s\cos\theta},$$

and its elements at a separation of $m$ sites are the Fourier coefficients

$$t'_m=\frac1{2\pi}\int_{-\pi}^{\pi}E(\theta)\,e^{-im\theta}\,d\theta .$$

**Division.** Since $(h/s)D=h/s+2h\cos\theta$, the numerator equals $(h/s)D+\varepsilon-h/s$. Define the reduced hopping $\beta=h-\varepsilon s$, so that $\varepsilon-h/s=-\beta/s$. Then

$$E(\theta)=\frac hs-\frac{\beta}{s}\,\frac1{D(\theta)} .$$

A shift of the energy zero by $u$ adds $uS$ to $H$, so $\varepsilon\to\varepsilon+u$ and $h\to h+us$. This leaves $\beta$ unchanged, as a quantity that governs hopping between orthogonal orbitals should be.

**Factorisation.** Because $|1+re^{i\theta}|^2=1+r^2+2r\cos\theta$, we have

$$D=\frac{|1+re^{i\theta}|^2}{1+r^2}\quad\text{if}\quad \frac{r}{1+r^2}=s,$$

that is, if $sr^2-r+s=0$. The two roots are real and their product is 1. The one with $|r|<1$ is

$$r=\frac{1-w}{2s},\qquad w=\sqrt{1-4s^2},$$

and it has the sign of $s$.

**Expansion.** Two geometric series converge because $|r|<1$:

$$\frac1{|1+re^{i\theta}|^2}=\sum_{j,l\ge0}(-r)^{j+l}e^{i(j-l)\theta}.$$

For $m\ge0$, the coefficient of $e^{im\theta}$ collects the terms with $j=l+m$:

$$(-r)^m\sum_{l\ge0}r^{2l}=\frac{(-r)^m}{1-r^2}.$$

Negative $m$ gives the same with $|m|$. The remaining constant follows from $w=1-2sr$ and $s=r/(1+r^2)$:

$$w=1-\frac{2r^2}{1+r^2}=\frac{1-r^2}{1+r^2}.$$

Therefore

$$\frac1{D(\theta)}=\frac1w\sum_{m=-\infty}^{\infty}(-r)^{|m|}e^{im\theta}.$$

Inserting this in $E(\theta)$, where the constant $h/s=\varepsilon+\beta/s$ contributes to $m=0$ alone, gives

$$\boxed{t'_m=-\frac{\beta}{sw}(-r)^{|m|}\quad(m\neq0),\qquad \varepsilon'=\varepsilon+\frac{\beta}{s}\left(1-\frac1w\right).}$$

Each further site multiplies the hopping by $-r$, so the decay length is $a/\ln(1/|r|)$. The signs alternate for $s>0$ and are all equal for $s<0$. The tail requires $\beta\neq0$. If $h=\varepsilon s$, then $H=\varepsilon S$, the band is flat at $\varepsilon$, and every hopping vanishes, the nearest-neighbour one included.

The tail is not a new interaction. It is the same band written in orthogonal orbitals, each of which has weight on several atoms.

### (c) Limits and ends

**Weak overlap.** At fixed $\beta$, $r\approx s+s^3$ and $1/w\approx1+2s^2$. Hence

$$t'_1=\frac{\beta r}{sw}\approx\beta(1+3s^2),\qquad t'_2=-\frac{\beta r^2}{sw}\approx-\beta s .$$

To leading order $t'_m\approx\beta(-s)^{m-1}$ for $m\ge1$: one factor $-s$ for each extra site.

The second-neighbour term can be confirmed without Fourier analysis. Let $A$ have ones between nearest neighbours and zeros elsewhere, so $S=1+sA$ and $H=\varepsilon+hA$. These commute, so

$$H'=S^{-1}H=(1-sA+s^2A^2-\dots)(\varepsilon+hA).$$

The coefficient of $A^2$ is $s^2\varepsilon-sh=-s\beta$, and $A^2$ connects second neighbours with weight 1. The terms $A^4,A^6,\dots$ correct this at higher order in $s$.

**Strong overlap.** As $|s|\to1/2$, $w\to0$ and $|r|\approx1-w$. The decay length grows as $a/w$ and diverges, because $S$ is approaching singularity.

**A chain with ends.** Number the sites of a long open chain $1,2,\dots,N$. Its eigenvectors are standing waves proportional to $\sin n\theta_j$, with $\theta_j=j\pi/(N+1)$. Using $2\sin m\theta\sin n\theta=\cos(m-n)\theta-\cos(m+n)\theta$ and letting $N\to\infty$ at fixed distance from the left end,

$$H'_{mn}=t'_{m-n}-t'_{m+n},\qquad t'_0\equiv\varepsilon' .$$

The second term dies away exponentially from the end. The first site has on-site energy $\varepsilon'-t'_2$, although all original on-site energies were equal. Bulk Löwdin parameters therefore cannot simply be cut off at an end.

### (d) Numbers

The original hopping is $h=1.75\times(-9)\times0.2=-3.15$ eV, so

$$\beta=-3.15+9\times0.2=-1.35\ \text{eV}.$$

Next, $w=\sqrt{0.84}=0.9165$ and $r=(1-0.9165)/0.4=0.2087$. The prefactor is $-\beta/(sw)=1.35/0.1833=7.365$ eV, and

$$t'_1=-1.537,\quad t'_2=+0.321,\quad t'_3=-0.067,\quad t'_4=+0.014\ \text{eV}.$$

The decay length is 0.150 nm, shorter than the spacing. Even so, the second-neighbour hopping is 21% of the first in magnitude. The on-site energy rises from $-9$ to $-8.385$ eV, and an end site lies 0.321 eV below the bulk value, as $-t'_2$ requires.

As a check that does not use the Fourier result, $S$ was diagonalised numerically for a periodic ring of 120 sites with these parameters. The resulting Löwdin hoppings agreed with the boxed formula within $10^{-11}$ eV. This tests the formula out to about 17 sites, beyond which the hoppings are themselves smaller than that tolerance.

**Relation to silicon.** The spacing is close to the silicon bond length, and $\varepsilon$ is a rough value for a silicon 3p level. The orbital can be pictured as a 3p orbital perpendicular to the chain: reflection symmetry separates it from the s orbital and the other two p orbitals, while d orbitals are left out. A silicon crystal is not such a chain. Its tetrahedral bonding mixes s and p orbitals, an effect not sized here, so the band energies and masses below must not be read as silicon's.

Within the chain, other omissions can be estimated:

- **Direct distant coupling.** A Slater 3p orbital fitted to $s=0.2$ at distance $a$ has overlap 0.0053 at $2a$. The same rule for $h$ then gives a direct hopping of $-0.084$ eV. Including such couplings out to $6a$ changes $t'_2$ from 0.321 to 0.274 eV and $t'_3$ from $-0.067$ to $-0.049$ eV. The alternating tail survives at these distances, but is weaker. These figures depend on the orbital shape, and a single Slater exponential falls off faster than an atomic 3p orbital. A Hartree–Fock silicon 3p orbital rescaled to $s=0.2$ at $a$ has overlap 0.009–0.010 at $2a$ and gives $t'_2\approx0.24$–$0.25$ and $t'_3\approx-0.04$ eV in bases with diffuse functions. These values are sensitive to the orbital's tail: cc-pVTZ, which lacks diffuse functions, gives 0.006, 0.27 and $-0.05$ eV. Without rescaling, its overlap at 0.235 nm is about 0.27 rather than 0.2.
- **Changed bonds.** For an assumed uniform stretch of 0.005 nm per bond, $|\beta|$ falls from 1.35 to 1.27 eV. If bonds instead alternate by $\pm0.005$ nm, a gap of 0.33 eV opens and the formula for a uniform chain no longer applies. Both figures use the distance dependence of the fitted Slater overlap, nearest neighbours only and fixed $\varepsilon$; the rescaled Hartree–Fock orbital gives 1.27–1.28 eV and about 0.31 eV.

Electron interaction beyond the chosen one-electron parameters is also absent.

## Variation 1: cutting the tail

*Keep $\varepsilon'$ and the hoppings up to neighbour $M$. How large is the band error, and what happens to the effective masses?*

The discarded energy is $2\sum_{m>M}t'_m\cos m\theta$. Its magnitude cannot exceed the sum of the magnitudes of its terms:

$$\Delta_M=\frac{2|\beta|}{|s|w}\sum_{m>M}|r|^m=\frac{2|\beta|\,|r|^{M+1}}{|s|w(1-|r|)} .$$

This value is reached where all terms have one sign: at $\theta=\pi$ for $s>0$, and at $\theta=0$ for $s<0$. In the example, $\Delta_1=0.81$, $\Delta_2=0.17$, $\Delta_3=0.035$ and $\Delta_4=0.007$ eV. Requiring an error below $k_BT=0.026$ eV at 300 K throughout the band needs $M=4$.

For the masses, differentiate $E=h/s-\beta/(sD)$, using $D'=-2s\sin\theta$:

$$E'=\frac{\beta D'}{sD^2}=-\frac{2\beta\sin\theta}{D^2}.$$

Where $\sin\theta=0$, the derivative of $D^{-2}$ drops out, leaving

$$E''(0)=-\frac{2\beta}{(1+2s)^2}=1.378\ \text{eV},\qquad E''(\pi)=\frac{2\beta}{(1-2s)^2}=-7.5\ \text{eV}.$$

With $m^*=\hbar^2/(a^2E'')$ and $\hbar^2/(m_ea^2)=1.380$ eV, the masses are $1.002\,m_e$ at the band bottom and $-0.184\,m_e$ at the top.

The truncated series gives $E''(0)=-2\sum_{m\le M}m^2t'_m$. The factor $m^2$ favours distant neighbours, and the signs alternate. For $M=1,2,3,4$ the bottom mass is $0.449$, $2.718$, $0.806$ and $1.090\,m_e$. At $\theta=\pi$ an extra $(-1)^m$ gives every term the same sign, so the mass approaches its limit from one side: $-0.449$, $-0.245$, $-0.202$, $-0.189\,m_e$. The range that meets the thermal energy criterion still leaves a 9% error in the bottom mass, relative to the untruncated model. Direct distant coupling would itself lower the untruncated bottom mass from $1.002$ to $0.917\,m_e$ with the Slater orbital, and to $0.85$–$0.86\,m_e$ with the rescaled Hartree–Fock orbital in bases with diffuse functions ($0.91\,m_e$ in cc-pVTZ, which lacks them).

## Variation 2: the shape of a Löwdin orbital

*The orthogonal orbital at site 0 is $\chi_0=\sum_m c_m\phi_m$, with $c_m=(S^{-1/2})_{m0}$. How does $c_m$ decay?*

The factorisation gives, with $\sqrt{1+r^2}=\sqrt{r/s}$,

$$D^{-1/2}=\sqrt{\frac rs}\,(1+re^{i\theta})^{-1/2}(1+re^{-i\theta})^{-1/2}.$$

The binomial series is $(1+x)^{-1/2}=\sum_j g_j(-x)^j$, where $g_j=(2j)!/(4^jj!^2)\approx1/\sqrt{\pi j}$ for large $j$. For $m\ge0$, collecting the coefficient of $e^{im\theta}$ yields

$$c_m=\sqrt{\frac rs}\,(-r)^m\sum_{j\ge0}g_{m+j}\,g_j\,r^{2j}.$$

For $m\gg1/(1-r^2)$, a demanding condition when $|s|$ is near $1/2$, the factor $r^{2j}$ restricts the sum to $j\ll m$, where $g_{m+j}\approx1/\sqrt{\pi m}$. The remaining sum is $\sum_jg_jr^{2j}=(1-r^2)^{-1/2}$, so

$$c_m\approx\sqrt{\frac rs}\,\frac{(-r)^m}{\sqrt{\pi m(1-r^2)}} .$$

The orbital has the same exponential rate as the hopping, with an additional factor $m^{-1/2}$. In the example, $c_0=1.033$, $c_1=-0.108$, $c_2=0.017$ and $c_3=-0.003$. The asymptotic law differs from the numerical coefficient by 2.65% at $m=5$ and 1.34% at $m=10$, relative to the law. The negative $c_1$ is the admixture of neighbouring orbitals that removes the positive overlap. Further values are in the numerical output below.

## Computed values

```
spacing a = 0.235 nm
onsite energy eps = -9.00 eV
overlap s = 0.20, Wolfsberg-Helmholz K = 1.75
original hopping h = -3.150 eV
reduced hopping beta = -1.350 eV
w = 0.916515, r = 0.208712
decay length a/ln(1/r) = 0.1500 nm
Lowdin onsite energy = -8.3851 eV
Lowdin hopping t_1 = -1.537134 eV
Lowdin hopping t_2 = +0.320819 eV
Lowdin hopping t_3 = -0.066959 eV
Lowdin hopping t_4 = +0.013975 eV
Lowdin hopping t_5 = -0.002917 eV
Lowdin hopping t_6 = +0.000609 eV
Lowdin orbital coefficient c_0 = +1.03295
Lowdin orbital coefficient c_1 = -0.10840
Lowdin orbital coefficient c_2 = +0.01700
Lowdin orbital coefficient c_3 = -0.00296
orbital tail law, relative deviation m=5: 0.0265
orbital tail law, relative deviation m=10: 0.0134
band energy at theta=0: -10.9286 eV
band energy at theta=pi: -4.5000 eV
curvature E'' at theta=0: 1.3776 eV
curvature E'' at theta=pi: -7.5000 eV
hbar^2/(m_e a^2) = 1.3798 eV
full mass at theta=0: 1.0016 m_e
full mass at theta=pi: -0.1840 m_e
cut at M=1: max band error 0.8109 eV, masses 0.449 (0), -0.449 (pi) m_e
cut at M=2: max band error 0.1692 eV, masses 2.718 (0), -0.245 (pi) m_e
cut at M=3: max band error 0.0353 eV, masses 0.806 (0), -0.202 (pi) m_e
cut at M=4: max band error 0.0074 eV, masses 1.090 (0), -0.189 (pi) m_e
cut at M=5: max band error 0.0015 eV, masses 0.977 (0), -0.185 (pi) m_e
kT at 300 K = 0.02585 eV; range for error < kT: M = 4
open chain: end-site onsite shift = -0.3208 eV
fitted Slater 3p exponent = 26.494 nm^-1
overlap check on cylindrical grid = 0.20000
direct overlap at 2a = 0.00531, at 3a = 0.000059
direct hopping at 2a = -0.0837 eV
with distant coupling: t_1 = -1.51735 eV
with distant coupling: t_2 = +0.27424 eV
with distant coupling: t_3 = -0.04896 eV
with distant coupling: t_4 = +0.00873 eV
with distant coupling: mass at theta=0 = 0.9171 m_e
bond change assumed = 0.005 nm
overlap of short bond = 0.2127, long bond = 0.1879
gap from bond alternation = 0.3344 eV
beta after uniform stretch = -1.2685 eV
```
